**Fourier decay and cutoff errors of a pseudized augmentation charge**

If the $n$-th derivative is the first to jump at $r_{in}$, by $J$, the transform has envelope $4\pi r_{in}|J|/G^{n+2}$, provided the function is smoother at its outer radius $r_c$. With density cutoff $E_c=G_c^2/2$, the Hartree, LDA and GGA errors scale asymptotically as $E_c^{-(n+3/2)}$, $E_c^{-(n+1/2)}$ and, for $n\ge2$, $E_c^{-(n-1/2)}$. The program asserts the decay exponents and amplitudes for $n=1$ to 4 and $L=0,2$, using quadrature of a model $d$ shell. It also asserts the Hartree law for $n=2$ to 4, including a comparison with a real-space field energy, and the LDA and PBE exchange laws for $n=2,3$ by direct truncation in a spherical cell. A last assertion shows that a poorly matched outer radius takes over the decay. The output also shows that the exchange laws can fail in size and even in sign at density cutoffs of about 50 to 100 hartree, where the asymptotic regime has not been reached.

## Verification by program

```python
# Result under test (Hartree atomic units):
# An augmentation function Q(r) Y_LM whose first discontinuous derivative at
# r_in is the n-th, with jump J, has a transform of envelope
#     4 pi r_in |J| / G^(n+2).
# Cutting a spherical density at G_c then changes the energies by
#     Hartree: -8 pi r_in^2 J^2 / ((2n+3) G_c^(2n+3))
#     LDA    : -2 f r_in^2 J^2 / ((2n+1) G_c^(2n+1)),   f = d2e/d(density)2
#     GGA    : -2 h r_in^2 J^2 / ((2n-1) G_c^(2n-1)),   h = d2e/d(gradient)2
# where e is the exchange energy density and f, h are taken at r_in.
# r_c is the outer radius of Q; a kink there gives its own power law.
from math import pi, prod, log2, sqrt
import numpy as np
import sympy as sp
from scipy.special import roots_legendre, spherical_jn
from scipy.constants import physical_constants

r = sp.symbols("r", positive=True)
zeta, r_in, r_c, cell_radius = 4.0, 1.0, 2.0, 4.0
electrons, soft_density = 10, 0.5
hartree_mev = 1000 * physical_constants["Hartree energy in eV"][0]

nodes, weights = roots_legendre(400)


def gauss(low, high):
    return low + (high - low) * (nodes + 1) / 2, weights * (high - low) / 2


r1, w1 = gauss(0.0, r_in)
r2, w2 = gauss(r_in, r_c)
r3, w3 = gauss(r_c, cell_radius)
radii = np.concatenate([r1, r2, r3])
radial_weights = np.concatenate([w1, w2, w3])


def power_derivatives(power, terms, orders, point):
    """Rows: derivative order; columns: functions r^(power+2k)."""
    return np.array([[prod(power + 2 * k - j for j in range(order))
                      * point ** (power + 2 * k - order)
                      for k in range(terms)] for order in range(orders)], float)


def derivatives(expression, orders, point):
    return np.array([float(sp.diff(expression, r, order).subs(r, point))
                     for order in range(orders)])


def augmentation(matched):
    """True minus soft shell density; 'matched' conditions hold at r_c."""
    wave = sqrt((2 * zeta) ** 7 / 720) * r**3 * sp.exp(-zeta * r)
    coefficients = np.linalg.solve(power_derivatives(3, matched, matched, r_c),
                                   derivatives(wave, matched, r_c))
    soft = sum(float(c) * r ** (3 + 2 * k) for k, c in enumerate(coefficients))
    return electrons * (wave**2 - soft**2) / (4 * sp.pi * r**2)


def pseudize(true, L, n):
    """Smooth Q inside r_in; return profile, slope, jump and coefficients."""
    value = sp.lambdify(r, true, "numpy")
    slope = sp.lambdify(r, sp.diff(true, r), "numpy")
    outer = derivatives(true, n + 1, r_in)
    moment = np.sum(w1 * r1 ** (L + 2) * value(r1))
    moment_row = [r_in ** (2 * L + 2 * k + 3) / (2 * L + 2 * k + 3)
                  for k in range(n + 1)]
    system = np.vstack([power_derivatives(L, n + 1, n, r_in), moment_row])
    c = np.linalg.solve(system, np.append(outer[:n], moment))
    jump = outer[n] - power_derivatives(L, n + 1, n + 1, r_in)[n] @ c
    inner = sum(c[k] * r1 ** (L + 2 * k) for k in range(n + 1))
    inner_slope = sum(c[k] * (L + 2 * k) * r1 ** (L + 2 * k - 1.0)
                      for k in range(n + 1))
    zero = np.zeros_like(r3)
    return (np.concatenate([inner, value(r2), zero]),
            np.concatenate([inner_slope, slope(r2), zero]), jump, c)


def transform(profile, G, L=0):
    inside = slice(0, 2 * len(nodes))
    source = (radial_weights * radii**2 * profile)[inside]
    parts = np.array_split(G, 1 + len(G) // 1000)
    return np.concatenate([4 * pi * spherical_jn(L, np.outer(g, radii[inside]))
                           @ source for g in parts])


def rms(values):
    return np.sqrt(np.mean(np.asarray(values) ** 2))


true_q = augmentation(5)
q_value, q_slope = derivatives(true_q, 2, r_in)
print(f"r_in = {r_in:.1f} bohr, r_c = {r_c:.1f} bohr, zeta = {zeta:.1f} 1/bohr")
print(f"shell electrons = {electrons}, soft density = {soft_density} bohr^-3")
print(f"cell radius = {cell_radius:.1f} bohr")
print(f"Q density at r_in = {q_value:.4f} bohr^-3, slope = {q_slope:.4f} bohr^-4")

# Decay of the transform, measured in two windows that differ by a factor 2.
low_G = np.linspace(200, 200 + 16 * pi, 640, endpoint=False)
high_G = 2 * low_G
for L in (0, 2):
    for n in (1, 2, 3, 4):
        profile, _, jump, _ = pseudize(true_q, L, n)
        low, high = transform(profile, low_G, L), transform(profile, high_G, L)
        exponent = log2(rms(low) / rms(high))
        leading = (4 * pi * (-1) ** (n + 1) * r_in**2 * jump
                   * spherical_jn(L + n + 1, high_G * r_in) / high_G ** (n + 1))
        envelope = 4 * pi * r_in * abs(jump) / high_G ** (n + 2) / sqrt(2)
        amplitude = rms(high) / rms(envelope)
        print(f"L={L} n={n}: jump = {jump:.4g} bohr^-{n + 3}, decay exponent = "
              f"{exponent:.3f}, amplitude/law = {amplitude:.3f}")
        assert abs(exponent - (n + 2)) < 0.06
        assert abs(amplitude - 1) < 0.04
        # The next term of the expansion is smaller by one power of G only.
        assert rms(high - leading) < 0.2 * rms(high)

# Exchange energy densities and their second derivatives.
dens, grad = sp.symbols("dens grad", positive=True)
kappa, mu = 0.804, 0.2195149727645171
lda = (-sp.Rational(3, 4) * (3 / sp.pi) ** sp.Rational(1, 3)
       * dens ** sp.Rational(4, 3))
s_squared = grad**2 / (4 * (3 * sp.pi**2) ** sp.Rational(2, 3)
                       * dens ** sp.Rational(8, 3))
pbe = lda * (1 + kappa - kappa / (1 + mu * s_squared / kappa))
at_r_in = {dens: soft_density + q_value, grad: abs(q_slope)}
f_lda = float(sp.diff(lda, dens, 2).subs(at_r_in))
h_pbe = float(sp.diff(pbe, grad, 2).subs(at_r_in))
print(f"LDA exchange kernel f at r_in = {f_lda:.4f} hartree bohr^3")
print(f"PBE exchange gradient kernel h at r_in = {h_pbe:.5f} hartree bohr^5")

# Modes of a spherical cell with zero slope at its surface: tan(x) = x.
mode_number = np.arange(1, 227)
x = (mode_number + 0.5) * pi
for _ in range(50):
    x = mode_number * pi + np.arctan(x)
mode_G = x / cell_radius
cell_cut = (mode_G[1:] + mode_G[:-1]) / 2
mode_shape = spherical_jn(0, np.outer(mode_G, radii))
mode_slope = -mode_G[:, None] * spherical_jn(1, np.outer(mode_G, radii))
mode_norm = cell_radius**3 / 2 * spherical_jn(0, x) ** 2
first = 9
cell_cut = cell_cut[first:]


def exchange_errors(profile, slope, expression):
    """Energy of the truncated density minus energy of the full density."""
    energy = sp.lambdify((dens, grad), expression, "numpy")
    amplitude = transform(profile, mode_G) / (4 * pi * mode_norm)
    mean = 3 / cell_radius**3 * np.sum(radial_weights * radii**2 * profile)
    cut_density = mean + np.cumsum(amplitude[:, None] * mode_shape, axis=0)
    cut_slope = np.cumsum(amplitude[:, None] * mode_slope, axis=0)
    cut_density = soft_density + cut_density[first:-1]
    assert cut_density.min() > 0
    change = (energy(cut_density, cut_slope[first:-1])
              - energy(soft_density + profile, slope))
    return change @ (4 * pi * radii**2 * radial_weights)


def field_energy(c):
    """Hartree energy from the enclosed charge, wholly in real space."""
    charge1 = 4 * pi * sum(c[k] * r1 ** (2 * k + 3) / (2 * k + 3)
                           for k in range(len(c)))
    start = 4 * pi * sum(c[k] * r_in ** (2 * k + 3) / (2 * k + 3)
                         for k in range(len(c)))
    value = sp.lambdify(r, true_q, "numpy")
    t, wt = roots_legendre(40)
    points = r_in + (r2 - r_in)[:, None] * (t + 1) / 2
    charge2 = start + 4 * pi * (r2 - r_in) / 2 * ((points**2 * value(points)) @ wt)
    total = start + 4 * pi * np.sum(w2 * r2**2 * value(r2))
    return (np.sum(w1 * charge1**2 / (2 * r1**2))
            + np.sum(w2 * charge2**2 / (2 * r2**2)) + total**2 / (2 * r_c)), total


def window_ratio(errors, law, start):
    i = np.searchsorted(cell_cut, start)
    return np.mean(errors[i:i + 16] / law[i:i + 16])


step = 0.05
grid = 8 + step * np.arange(9441)
table = []
for n in (2, 3, 4):
    profile, slope, jump, c = pseudize(true_q, 0, n)
    spectrum = transform(profile, grid) ** 2 / pi
    pieces = step * (spectrum[1:] + spectrum[:-1]) / 2
    tail = np.append(np.cumsum(pieces[::-1])[::-1], 0.0)

    # Missing Hartree energy: real-space total minus the part below the cutoff.
    total_energy, charge = field_energy(c)
    g_low, w_low = gauss(0.0, 20.0)
    missing = total_energy - np.sum(w_low * transform(profile, g_low) ** 2) / pi
    tail_20 = tail[int(round((20 - 8) / step))]
    assert abs(missing / tail_20 - 1) < 0.01

    hartree_law = (8 * pi * r_in**2 * jump**2
                   / ((2 * n + 3) * grid ** (2 * n + 3)))
    ratios = []
    for start in (60, 120):
        chosen = (grid >= start) & (grid < start + 2 * pi)
        ratios.append(np.mean(tail[chosen] / hartree_law[chosen]))
    exponent = 2 * n + 3 - log2(ratios[1] / ratios[0])
    if n == 2:
        print(f"augmentation charge = {charge:.4f} electrons")
    print(f"n={n} Hartree beyond G=20/bohr: real space {missing:.4e}, "
          f"G integral {tail_20:.4e} hartree")
    print(f"n={n} Hartree: G_c exponent = {exponent:.3f}, "
          f"error/law = {ratios[1]:.3f}")
    assert abs(exponent - (2 * n + 3)) < 0.25
    assert abs(ratios[1] - 1) < 0.08

    lda_error = exchange_errors(profile, slope, lda)
    pbe_error = exchange_errors(profile, slope, pbe)
    lda_law = (-2 * f_lda * r_in**2 * jump**2
               / ((2 * n + 1) * cell_cut ** (2 * n + 1)))
    pbe_law = (-2 * h_pbe * r_in**2 * jump**2
               / ((2 * n - 1) * cell_cut ** (2 * n - 1)))
    # For n = 4 the asymptotic LDA error sinks to the rounding level.
    if n < 4:
        for name, error, law, start, power in (
                ("LDA", lda_error, lda_law, 74, 2 * n + 1),
                ("PBE", pbe_error, pbe_law, 150, 2 * n - 1)):
            near = window_ratio(error, law, start / 2)
            far = window_ratio(error, law, start)
            exponent = power - log2(far / near)
            print(f"n={n} {name} exchange: G_c exponent = {exponent:.3f}, "
                  f"error/law = {far:.3f}")
            assert abs(exponent - power) < 0.3
            assert abs(far - 1) < 0.12
    for target in (50, 100, 200):
        i = np.argmin(abs(cell_cut - sqrt(2 * target)))
        table.append((n, cell_cut[i] ** 2 / 2,
                      -np.interp(cell_cut[i], grid, tail),
                      lda_error[i], pbe_error[i], pbe_law[i]))

print("Energy errors in hartree; density cutoff E_c in hartree")
for n, cutoff, hartree, lda_e, pbe_e, law in table:
    print(f"n={n} E_c={cutoff:.1f}: Hartree {hartree:.2e}, LDA-x {lda_e:.2e}, "
          f"PBE-x {pbe_e:.2e}, PBE law {law:.2e}")
main = table[4]
print(f"n=3, E_c={main[1]:.1f} hartree: Hartree + PBE-x error = "
      f"{(main[2] + main[4]) * hartree_mev:.4g} meV")
for n in (2, 3, 4):
    print(f"n={n} law, factor per doubling of E_c: Hartree {2 ** (n + 1.5):.2f}, "
          f"LDA {2 ** (n + 0.5):.2f}, GGA {2 ** (n - 0.5):.2f}")

# A soft wave matched only in value and slope leaves a stronger kink at r_c.
loose_q = augmentation(2)
profile, _, inner_jump, _ = pseudize(loose_q, 0, 4)
outer_jump = -derivatives(loose_q, 3, r_c)[2]
measured = rms(transform(profile, high_G))
outer_law = rms(4 * pi * r_c * outer_jump / high_G**4) / sqrt(2)
inner_law = rms(4 * pi * r_in * inner_jump / high_G**6) / sqrt(2)
loose_exponent = log2(rms(transform(profile, low_G)) / measured)
crossover = sqrt(abs(r_in * inner_jump / (r_c * outer_jump)))
print(f"loose r_c: second-derivative jump at r_c = {outer_jump:.4g} bohr^-5")
print(f"loose r_c, n=4: crossover G = {crossover:.1f} 1/bohr, "
      f"decay exponent = {loose_exponent:.3f}")
print(f"loose r_c: amplitude/r_c law = {measured / outer_law:.3f}, "
      f"amplitude/r_in law = {measured / inner_law:.1f}")
assert abs(measured / outer_law - 1) < 0.05
assert measured > 5 * inner_law
assert abs(loose_exponent - 4) < 0.1

print("all assertions hold")
```

Output:

```
r_in = 1.0 bohr, r_c = 2.0 bohr, zeta = 4.0 1/bohr
shell electrons = 10, soft density = 0.5 bohr^-3
cell radius = 4.0 bohr
Q density at r_in = 0.6483 bohr^-3, slope = -3.1665 bohr^-4
L=0 n=1: jump = 1.361 bohr^-4, decay exponent = 2.988, amplitude/law = 1.003
L=0 n=2: jump = 4.076 bohr^-5, decay exponent = 4.019, amplitude/law = 0.996
L=0 n=3: jump = -82.8 bohr^-6, decay exponent = 4.979, amplitude/law = 1.006
L=0 n=4: jump = 940.7 bohr^-7, decay exponent = 6.028, amplitude/law = 0.994
L=2 n=1: jump = 6.289 bohr^-4, decay exponent = 2.987, amplitude/law = 1.003
L=2 n=2: jump = -37.72 bohr^-5, decay exponent = 4.019, amplitude/law = 0.996
L=2 n=3: jump = 255.6 bohr^-6, decay exponent = 4.978, amplitude/law = 1.006
L=2 n=4: jump = -1925 bohr^-7, decay exponent = 6.030, amplitude/law = 0.994
LDA exchange kernel f at r_in = -0.2993 hartree bohr^3
PBE exchange gradient kernel h at r_in = -0.00519 hartree bohr^5
augmentation charge = 8.2353 electrons
n=2 Hartree beyond G=20/bohr: real space 5.5189e-08, G integral 5.5197e-08 hartree
n=2 Hartree: G_c exponent = 7.043, error/law = 1.011
n=2 LDA exchange: G_c exponent = 5.041, error/law = 1.001
n=2 PBE exchange: G_c exponent = 2.958, error/law = 0.958
n=3 Hartree beyond G=20/bohr: real space 4.3989e-08, G integral 4.3989e-08 hartree
n=3 Hartree: G_c exponent = 9.014, error/law = 1.003
n=3 LDA exchange: G_c exponent = 6.957, error/law = 0.972
n=3 PBE exchange: G_c exponent = 4.879, error/law = 0.924
n=4 Hartree beyond G=20/bohr: real space 1.3098e-08, G integral 1.3092e-08 hartree
n=4 Hartree: G_c exponent = 11.016, error/law = 1.004
Energy errors in hartree; density cutoff E_c in hartree
n=2 E_c=52.1: Hartree -1.35e-05, LDA-x -2.34e-05, PBE-x -3.13e-04, PBE law 5.41e-05
n=2 E_c=99.9: Hartree -8.35e-07, LDA-x 5.09e-06, PBE-x 1.70e-05, PBE law 2.04e-05
n=2 E_c=192.7: Hartree -6.67e-08, LDA-x 5.76e-07, PBE-x 5.03e-06, PBE law 7.60e-06
n=3 E_c=52.1: Hartree -2.79e-05, LDA-x -6.88e-05, PBE-x -5.91e-04, PBE law 1.29e-04
n=3 E_c=99.9: Hartree -8.16e-07, LDA-x 9.45e-08, PBE-x -5.28e-06, PBE law 2.52e-05
n=3 E_c=192.7: Hartree -5.94e-08, LDA-x 3.22e-07, PBE-x 1.15e-06, PBE law 4.88e-06
n=4 E_c=52.1: Hartree -3.66e-05, LDA-x -6.59e-05, PBE-x -5.00e-04, PBE law 1.14e-04
n=4 E_c=99.9: Hartree -8.31e-07, LDA-x -8.50e-07, PBE-x -1.84e-06, PBE law 1.17e-05
n=4 E_c=192.7: Hartree -1.34e-08, LDA-x 1.38e-07, PBE-x 1.03e-06, PBE law 1.17e-06
n=3, E_c=99.9 hartree: Hartree + PBE-x error = -0.1659 meV
n=2 law, factor per doubling of E_c: Hartree 11.31, LDA 5.66, GGA 2.83
n=3 law, factor per doubling of E_c: Hartree 22.63, LDA 11.31, GGA 5.66
n=4 law, factor per doubling of E_c: Hartree 45.25, LDA 22.63, GGA 11.31
loose r_c: second-derivative jump at r_c = -0.1502 bohr^-5
loose r_c, n=4: crossover G = 55.5 1/bohr, decay exponent = 3.999
loose r_c: amplitude/r_c law = 1.002, amplitude/r_in law = 60.8
all assertions hold
```
